Silicon's two-band X-point Hamiltonian, its Δ minima and transverse warping

An electron in one of silicon's conduction valleys is usually described by an ellipsoid with two masses, one along the valley axis and one across it. Cut across the axis, an ellipsoid gives a circle, but the crystal has only fourfold symmetry about that axis. How far is the contour from a circle at the energies of room-temperature electrons, and what sets the distortion? The valley bottom lies close to the zone-boundary point X, where a second conduction band touches the first. That nearby band is the natural suspect.

**1. The simple case: moving along the axis**

Take the valley axis as z, with X = (2π/a)(0,0,1), and measure k from X. In the formulas ħ = m0 = 1, so masses are in units of the free-electron mass. Spin-orbit coupling is left out, the crystal is unstrained, and energies are counted from the doublet at X.

Suppose two states ψ1 and ψ2 are degenerate at X, and pz connects them. Both can be chosen real (section 2), so the element of pz = −i∂/∂z is imaginary. Write it ⟨1|pz|2⟩ = −iP. With τy = ((0, −i), (i, 0)), and remote bands turning the free mass into ml,

H = kz²/2ml + P kz τy.

The eigenvalues of τy are τ = ±1. Completing the square gives

E = kz²/2ml + τP kz = (kz + τk0)²/2ml − Δ,

k0 = ml P,  Δ = k0²/2ml.

These are two equal parabolas, displaced in opposite directions and crossing at X. The lower band has minima at kz = ±k0, a depth Δ below X. These are the Δ minima. The one at X − k0ẑ lies on the line from Γ to X. The other lies outside the first zone, and subtracting the reciprocal vector 2X moves it to

X + k0ẑ − 2X = −(X − k0ẑ),

which is the opposite valley. The three X points therefore supply six valleys.

Limit P → 0: the two minima merge at X and Δ vanishes. The displacement comes entirely from the linear coupling, so the degeneracy at X has to be justified.

**2. Why the levels at X are paired**

Put the origin on an atom. The second atom of the cell is at t = (a/4)(1,1,1). Three operations keep the first atom fixed and map the crystal onto itself:

C2x: (x,y,z) → (x,−y,−z)
C2z: (x,y,z) → (−x,−y,z)
σ: x ↔ y.

A fourth, J: r → t − r, exchanges the two atoms. Acting on functions, (Jf)(r) = f(t − r), so J² = 1. Let C be the rotation C2x. Then

(J C2x f)(r) = f(Ct − Cr),  (C2x J f)(r) = f(t − Cr).

The arguments differ by t − Ct = (a/2)(0,1,1), a lattice vector R. A Bloch function at X gains the phase exp(−iX·R) = exp(−iπ) = −1 under this shift, hence

J C2x = −C2x J.

If ψ is even under C2x, Jψ is odd. The two are orthogonal and have the same energy, so every level at X is paired. For C2z the leftover vector is (a/2)(1,1,0), with phase +1, and σ leaves t unchanged. J therefore commutes with C2z and σ.

Symmetry allows several kinds of pair. In the pseudopotential calculation of section 6, the lowest conduction pair consists of ψ1, even under C2x, C2z and σ, and ψ2 = Jψ1, which differs only in being odd under C2x. Since −X and X differ by a reciprocal vector, complex conjugation keeps a function at X. It also keeps the symmetry labels, so ψ1* is ψ1 times a phase, and that phase can be absorbed to make ψ1 real. Then ψ2 is real too.

**3. Generalizing to transverse k**

Write the wave function at X + k as exp(ik·r)χ(r), with χ expanded in the states at X. The Hamiltonian acting on χ gains k·p + k²/2. For a remote state n the amplitude is, to first order in k,

c_n = Σ_j ⟨n|k·p|j⟩ c_j /(E0 − En),

where j runs over the doublet and E0 is its energy. Putting this back gives, to second order,

H_ij = (k²/2)δ_ij + k·⟨i|p|j⟩ + Σ_n ⟨i|k·p|n⟩⟨n|k·p|j⟩/(E0 − En).

*Linear terms.* The expectation value of p in a real function is zero, so the diagonal has none. Between ψ1 and ψ2, px and py are odd under C2z while both states are even, so these elements vanish. The component pz is odd under C2x, as is the product ψ1ψ2, and it survives.

*Quadratic diagonal terms.* They must be even under every label. C2z removes kx kz and ky kz, C2x removes kx ky, and σ makes the coefficients of kx² and ky² equal. J turns k into −k, which leaves a quadratic form unchanged, so ψ1 and ψ2 have the same two masses.

*Quadratic off-diagonal terms.* They must be odd under C2x and even under C2z and σ. The squares fail the first condition, ky kz is even under C2x, and kx kz is odd under C2z. The product kx ky passes all three. With real remote states, each term of the sum is a product of two imaginary elements and hence real, so this coupling multiplies τx = ((0, 1), (1, 0)).

The Hamiltonian is therefore

H = kz²/2ml + k⊥²/2mt + P kz τy + (kx ky/M) τx,  k⊥² = kx² + ky².

Changing the sign of ψ2 reverses both P and M. The energies contain only their squares, and P is taken positive.

**4. What fixes M**

For px to link ψ1 to a remote state, that state must be odd under C2z. Such a remote pair can be written as real functions ξ, even under C2x, and η = σξ, odd under C2x. J reverses the C2x label, so Jξ = sη. Since J commutes with σ, Jη = sξ, and J² = 1 then requires s = ±1.

Let Q = ⟨1|px|ξ⟩. Applying σ gives ⟨1|py|η⟩ = Q, while ⟨1|px|η⟩ and ⟨1|py|ξ⟩ vanish by C2x. J reverses momentum, so

⟨2|py|ξ⟩ = ⟨1|J py|ξ⟩ = −⟨1|py J|ξ⟩ = −s⟨1|py|η⟩ = −sQ,

and in the same way ⟨2|px|η⟩ = −sQ. One remote pair contributes to the diagonal

|Q|²(kx² + ky²)/(E0 − En),

and to the off-diagonal element, through ξ and η in turn,

[kx Q · ky(−sQ)* + ky Q · kx(−sQ)*]/(E0 − En) = −2s|Q|² kx ky/(E0 − En).

With g = 2|Q|²/(E0 − En), comparison with H gives

1/mt = 1 + Σ g,  1/M = −Σ s g,

summed over remote pairs. If one pair dominates and lies below the doublet, then g > 0 and

|1/M| ≈ 1/mt − 1.

This is an approximation, because pairs of opposite s add in the mass and subtract in the coupling.

**5. Both bands, and two limits**

Let ε = k⊥²/2mt and B = kx ky/M. The matrices τx and τy anticommute and each squares to one, so (P kz τy + B τx)² = P²kz² + B². Hence

E± = kz²/2ml + ε ± √(P²kz² + B²).

Limit B = 0: in the planes kx = 0 and ky = 0 the crossing parabolas of section 1 return, raised by ε. At kz = k0 the bands are 2Pk0 = 2k0²/ml = 4Δ apart. Since B² is of fourth order in k⊥, the curvatures at the minimum are exactly 1/ml and 1/mt in this model. The second-order expansion about the minimum is the usual ellipsoid, with no trace of M.

Limit kz = 0: now E± = ε ± |B|. Along [110], |kx ky| = k⊥²/2, so

E± = (k⊥²/2)(1/mt ± 1/|M|).

When the one-pair rule holds, the lower branch has inverse mass 1. It is a free-electron mass, because this combination of ψ1 and ψ2 decouples from the remote pair, while the other combination takes the whole coupling. The decoupled combination is ψ1 + ψ2 or ψ1 − ψ2, with real coefficients. On the axis the linear term instead selects an eigenstate of τy, in which ψ1 and ψ2 have a relative phase of ±i. The average of τx in such a state is zero, so the coupling has no effect at second order in k⊥.

**6. The valley floor**

To see the transverse shape, minimise the lower band over kz at fixed kx and ky. Set S = √(P²kz² + B²), so that kz² = (S² − B²)/P². Since ml P² = k0²/ml = 2Δ,

E− = ε + (S² − B²)/4Δ − S
 = −Δ + ε − B²/4Δ + (S − 2Δ)²/4Δ.

S cannot be smaller than |B|. If |B| ≤ 2Δ, the minimum is at S = 2Δ, which means kz = ±k0√(1 − B²/4Δ²), and the floor is

W = −Δ + ε − B²/4Δ.

If |B| > 2Δ, the best choice is S = |B|. The two minima have then merged at kz = 0, and W = ε − |B|. The two expressions agree at |B| = 2Δ.

With kx ky = (k⊥²/2) sin 2φ and μ = mt/|M|, |B| = μ ε |sin 2φ|, so in the first regime

W = −Δ + ε − μ² sin²(2φ) ε²/(4Δ).

The last term is the warping. It vanishes along [100] and is greatest along [110]. It is second-order repulsion from the partner band, a coupling B squared over a gap 4Δ. Holding kz at k0 instead of minimising changes the result only at order B⁴/Δ³.

How much of this survives in complete bands? Consider a local empirical pseudopotential for silicon: a = 0.543 nm, form factors −0.21, 0.04 and 0.08 Ry at |G|² = 3, 8 and 11 in units of (2π/a)², each multiplied by (1 + exp(−iG·t))/2. These are rounded values in common use, and the model is neither exact nor a measurement: its indirect gap is about 0.8 eV, against about 1.1 eV in silicon. Diagonalising it at X in 150 plane waves and summing over all remote states gives P = 0.1067 atomic units, ml = 0.809, mt = 0.198 and |1/M| = 4.19. With 326 plane waves, P and the three inverse masses move by at most 0.02 %.

The upper valence pair, 3.95 eV below, has s = +1 and g = 4.13. All pairs with s = +1 sum to 4.12 and those with s = −1 to −0.07. The mass therefore contains 4.12 − 0.07 = 4.04 (from unrounded sums), and the coupling 4.12 + 0.07 = 4.19. In this model the one-pair rule is low by about 3 %.

The two-band formulas then put the minimum at k0 = 0.141 (2π/a), 125 meV below X. A numerical search along the axis of the full bands gives 0.146 (2π/a) and 128 meV. The masses at the full minimum are ml = 0.873 and mt = 0.184, so the longitudinal mass changes by 8 % of its X-point value on the way from X. The two-band model has no terms that could describe this.

For the warping, hold kz at the full minimum and compare [100] with [110] at k⊥ = 0.03 (2π/a). The energy difference is 0.749 meV in the full bands, and B²/4Δ with the X-point parameters gives 0.737 meV. To isolate the cause, add 5 hartree to the partner state alone. The difference falls to −0.011 meV, and to −0.014 meV if that state is removed altogether. In this model the warping at this wave vector is thus almost wholly due to the partner band.

**7. Contours and density of states**

Let E now be the energy above the valley bottom. The outline of the energy surface seen along z satisfies

ε − μ² sin²(2φ) ε²/(4Δ) = E.

Along [100], ε = E. Along [110], the root that tends to E for small E is

ε110 = (2Δ/μ²)[1 − √(1 − μ²E/Δ)],

and the ratio of radii is

k110/k100 = √(ε110/E) ≈ 1 + μ²E/(8Δ).

The separate-valley picture ends at E = Δ. For μ < 1, the energy in the plane kz = 0 is never below ε(1 − μ) ≥ 0 measured from X, so the surfaces of the two valleys first touch at X itself.

For the enclosed volume at small E/Δ, use scaled spherical coordinates about the minimum: kz − k0 = √(2ml E) r cosθ and k⊥ = √(2mt E) r sinθ. The ellipsoid is r = 1. Away from kz = k0 the repulsion is B²/(2P kz), and the resulting first correction is odd in cosθ and averages to zero. To leading order

r² = 1 + (μ²E/4Δ) sin⁴θ sin²2φ.

The volume is proportional to the average of r³, whose correction is 3/2 times that of r². The averages of sin⁴θ over the sphere and of sin²2φ are 8/15 and 1/2, so

volume/ellipsoid = 1 + (3/2)(μ²E/4Δ)(4/15) = 1 + μ²E/(10Δ).

The ellipsoid's volume grows as E^(3/2). Differentiating E^(3/2)(1 + cE) multiplies the correction by 5/3, so the density of states is enhanced by 1 + μ²E/(6Δ). An isotropic law in which the ellipsoid energy equals E(1 + αE) has a volume correction (3/2)αE. Matching gives

α = μ²/(15Δ).

For non-degenerate electrons the Boltzmann average of E, weighted by √E, is 3kT/2, and the effective density of states is enhanced by

1 + μ²kT/(4Δ).

**8. Numbers at 300 K**

Take rough typical silicon values: ml = 0.92, mt = 0.19, a = 0.543 nm and k0 = 0.15 (2π/a) = 1.736 nm⁻¹. With ħ²/m0 = 0.0762 eV nm²,

Δ = 0.0762 × 1.736²/(2 × 0.92) = 0.125 eV (0.0046 hartree).

The one-pair rule gives |1/M| = 1/0.19 − 1 = 4.26, hence μ = 0.19 × 4.26 = 0.81. The gap to the partner band at the minimum is 4Δ = 0.50 eV.

At E = 50 meV, k100 = √(2 × 0.19 × 0.050/0.0762) = 0.499 nm⁻¹. Here μ²E/Δ = 0.263, so ε110 = 53.8 meV and k110 = 0.518 nm⁻¹, a bulge of 3.7 %. At 100 meV the radii are 0.706 and 0.769 nm⁻¹, a bulge of 8.8 %. The linear estimate μ²E/(8Δ) would give 6.6 %. The excess comes from the square root, which steepens with E. Its branch point Δ/μ² = 190 meV is never reached: the valleys join at Δ = 125 meV, and the formula ends at 183 meV, where |B| = 2Δ.

The effective nonparabolicity is α = 0.656/(15 × 0.125) = 0.35 eV⁻¹. At 300 K, kT = 25.9 meV and kT/Δ = 0.207, so the leading thermal factor is 1.034. Summing the Boltzmann factors of both bands over k by the trapezoidal rule, and dividing by the same sum for two ellipsoids, gives 1.051. The leading term thus supplies two thirds of the increase.

The next order can be found by hand. With u = (kz − k0)/k0, the average of 1/(1 + u) is about 1 + kT/(2Δ). The second-order term of the exponential adds ½⟨B⁴⟩/(4ΔkT)², with ⟨B⁴⟩ = 9μ⁴(kT)⁴. Together they contribute

(μ²/8 + 9μ⁴/32)(kT/Δ)² = 0.009,

which brings the factor to 1.043. The remaining 0.008 lies beyond this order, so two terms of the expansion do not suffice at room temperature and the full sum is needed.

For six ellipsoids the effective density of states is

Nc = 12 (2πm0kT/h²)^(3/2) √ml mt = 2.74 × 10¹⁹ cm⁻³,

and warping raises it to 2.88 × 10¹⁹ cm⁻³. The upper band holds 0.07 % of the electrons.

**9. Beside real silicon**

These results are near the rough values customary for silicon, Nc about 3 × 10¹⁹ cm⁻³ and a nonparabolicity of about 0.5 eV⁻¹. The value 0.35 eV⁻¹ is only the slope at the valley bottom. Matching the enclosed volume at finite energy gives 0.41 eV⁻¹ at 50 meV and 0.51 eV⁻¹ at 100 meV, and the thermal factor 1.051 corresponds to 0.52 eV⁻¹ in the law E(1 + αE). A single α therefore depends on the energy range fitted. Remote bands are missing from all these numbers. In the pseudopotential bands the [100] radius at 50 meV exceeds the parabola of the local mass by 0.46 %, where the two-band model has no excess at all. That is 0.9 % in k⊥², or 0.18 eV⁻¹. If it held around the whole contour, the average 8/15 of sin⁴θ would add about 0.1 eV⁻¹ to α. This is a rough figure that ignores changes along the axis and in the warping itself. A Boltzmann sum over the pseudopotential bands at 300 K (92 plane waves), relative to ellipsoids with the local masses, gives 1.061. The two-band model with the X-point parameters gives 1.055, a net difference of about 0.06 eV⁻¹. The [110] bulge in the same bands is 3.5 %, against 3.9 % from the two-band formula with that model's X-point parameters.

Heavy doping breaks the Boltzmann assumption. The first degeneracy correction, relative to the electron density n, is n/(2^(3/2) Nc). It is 0.12 % at 10¹⁷ cm⁻³ but exceeds one at 10²⁰ cm⁻³, where Fermi statistics must be used in full.

Many devices are also strained. Stress along [110] produces a shear in the xy plane, whereas equal biaxial strain of a (001) layer does not. This shear has the symmetry of kx ky, so for the valleys along z it adds a constant C to B. The floor term −B²/4Δ then contains −C kx ky/(2ΔM), which is quadratic in k. The two diagonals acquire different masses. For M and C of the same sign, the inverse mass falls by the fraction μC/(2Δ) along [110] and rises by the same fraction along the other diagonal. An assumed C = 10 meV gives 0.81 × 10/250, about 3 %, already at the valley bottom. This is a rough estimate, to first order in C: it leaves out the effect of strain on the other terms of H and the change of the parameters between X and the minimum. In an unstrained crystal the same coupling leaves the masses alone and appears only as the quartic warping.
